# Contact resistance and the magnetoresistance mobility of a Corbino disc: a program that tests the result

```python
# Result under test: in a Corbino disc, a field-independent contact share f of
# the total zero-field resistance makes the uncorrected magnetoresistance
# mobility equal to mu*sqrt(1-f); f = 0.20 gives a deficit near 11 percent.
# mu: Drude mobility, B: normal magnetic field, a and b: channel radii,
# c: outer contact edge, rho_c: specific contact resistivity.
# The device is solved by finite volumes; Drude response comes from quadrature.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ive, kve

a, b, c = 50e-6, 55e-6, 105e-6
thickness = 0.5e-6
density, mobility = 1e23, 0.06
density_plus, mobility_plus = 1e25, 0.006
temperature = 300.0
share = 0.20
fields = np.linspace(0.0, 8.0, 9)
sheet = 1 / (const.e * density * mobility * thickness)
sheet_plus = 1 / (const.e * density_plus * mobility_plus * thickness)
channel = sheet * np.log(b / a) / (2 * np.pi)


def drude_response(beta):
    """Normalized sigma_xx and sigma_xy from free flight between collisions."""
    xx = quad(lambda s: np.exp(-s) * np.cos(beta * s), 0, 50, epsabs=1e-12)[0]
    xy = quad(lambda s: np.exp(-s) * np.sin(beta * s), 0, 50, epsabs=1e-12)[0]
    return xx, xy


def contact_resistance(rho_c, sheet_below):
    """Bessel solution: inner disc contact plus outer ring contact."""
    length = np.sqrt(rho_c / sheet_below)
    xa, xb, xc = a / length, b / length, c / length
    inner = ive(0, xa) / ive(1, xa) / a
    decay = np.exp(-2 * (xc - xb))
    top = ive(1, xc) * kve(0, xb) + decay * kve(1, xc) * ive(0, xb)
    bottom = ive(1, xc) * kve(1, xb) - decay * kve(1, xc) * ive(1, xb)
    return sheet_below * length / (2 * np.pi) * (inner + top / bottom / b)


def find_rho_c(fraction, sheet_below):
    target = fraction / (1 - fraction) * channel
    log_rho = brentq(lambda u: contact_resistance(10**u, sheet_below) - target,
                     -12, -6)
    return 10**log_rho


def device_resistance(rho_c, sheet_channel, sheet_below, cells=4000):
    """Finite-volume solution of both contacts and the channel together."""
    edges = np.concatenate((np.linspace(0, a, cells + 1),
                            np.linspace(a, b, cells // 5 + 1)[1:],
                            np.linspace(b, c, cells + 1)[1:]))
    centre = (edges[1:] + edges[:-1]) / 2
    in_channel = (centre > a) & (centre < b)
    local = np.where(in_channel, sheet_channel, sheet_below)
    face = edges[1:-1]
    link = 2 * np.pi / (local[:-1] * np.log(face / centre[:-1])
                        + local[1:] * np.log(centre[1:] / face))
    leak = np.where(in_channel, 0.0, np.pi * np.diff(edges**2) / rho_c)
    matrix = np.zeros((3, len(centre)))
    matrix[0, 1:] = -link
    matrix[2, :-1] = -link
    matrix[1] = leak
    matrix[1, :-1] += link
    matrix[1, 1:] += link
    source = leak * (centre < a)
    voltage = solve_banded((1, 1), matrix, source)
    return 1 / np.sum(source * (1 - voltage))


def sweep(rho_c, sheet_below, mobility_below, b_values):
    result = []
    for field in b_values:
        rise = 1 / drude_response(mobility * field)[0]
        rise_below = 1 / drude_response(mobility_below * field)[0]
        result.append(device_resistance(rho_c, sheet * rise,
                                        sheet_below * rise_below))
    return np.array(result)


def apparent_mobility(resistance, b_values):
    """Least-squares quadratic coefficient, anchored at measured R(0)."""
    signal = resistance / resistance[0] - 1
    return np.sqrt(np.sum(signal * b_values**2) / np.sum(b_values**4))


# Drude tensor: Corbino quadratic rise, no rise in a long Hall bar.
for beta in (0.1, 0.48, 1.5):
    xx, xy = drude_response(beta)
    assert abs(1 / xx - (1 + beta**2)) < 1e-8
    assert abs(xx / (xx**2 + xy**2) - 1) < 1e-8

# Main law for several contact shares, with contacts held field-independent.
share_results = []
for fraction in (0.05, 0.20, 0.40):
    rho_test = find_rho_c(fraction, sheet_plus)
    resistance = sweep(rho_test, sheet_plus, 0.0, fields)
    ratio = apparent_mobility(resistance, fields) / mobility
    assert abs(ratio - np.sqrt(1 - fraction)) < 1e-4
    share_results.append((fraction, 100 * (1 - ratio)))
assert 10.5 < share_results[1][1] < 11.0

# Real contact regions: heavily doped, then the plain layer under the metal.
rho_plus = find_rho_c(share, sheet_plus)
contact = contact_resistance(rho_plus, sheet_plus)
measured = sweep(rho_plus, sheet_plus, mobility_plus, fields)
assert abs(measured[0] / (channel + contact) - 1) < 2e-4
mu_app = apparent_mobility(measured, fields)
mu_corrected = mu_app / np.sqrt(1 - contact / measured[0])
assert abs(mu_app / mobility - np.sqrt(1 - share)) < 1e-3
assert abs(mu_corrected / mobility - 1) < 1e-3

rho_plain = find_rho_c(share, sheet)
plain = sweep(rho_plain, sheet, mobility, fields)
assert abs(plain[0] / (channel / (1 - share)) - 1) < 2e-4
plain_ratio = apparent_mobility(plain, fields) / mobility
low_fields = np.array([0.0, 1.0])
plain_low = apparent_mobility(sweep(rho_plain, sheet, mobility, low_fields),
                              low_fields) / mobility
assert abs(plain_low - np.sqrt(1 - share / 2)) < 5e-4
plus_low = apparent_mobility(sweep(rho_plus, sheet_plus, mobility_plus,
                                   low_fields), low_fields) / mobility
plus_formula = np.sqrt(1 - share + share / 2 * (mobility_plus / mobility)**2)
assert abs(plus_low - plus_formula) < 1e-4


# Energy-dependent acoustic scattering: tau proportional to energy**(-1/2).
def thermal_average(function):
    def weight(x):
        return x**1.5 * np.exp(-x) * function(x**-0.5)
    return (quad(weight, 0, 1, epsabs=1e-12, limit=200)[0]
            + quad(weight, 1, 60, epsabs=1e-12, limit=200)[0])


norm = thermal_average(lambda tau: 1.0)
mean_tau = thermal_average(lambda tau: tau) / norm


def acoustic_rise(beta):
    average = thermal_average(
        lambda tau: tau / (1 + (beta * tau / mean_tau)**2)) / norm
    return mean_tau / average


acoustic_low = np.sqrt((acoustic_rise(0.01) - 1) / 0.01**2)
assert abs(acoustic_low / np.sqrt(9 * np.pi / 16) - 1) < 0.005
acoustic = np.array([acoustic_rise(mobility * field) for field in fields])
acoustic_ratio = apparent_mobility(acoustic, fields) / mobility
acoustic_contact = apparent_mobility(share + (1 - share) * acoustic,
                                     fields) / mobility
assert abs(acoustic_contact / acoustic_ratio - np.sqrt(1 - share)) < 1e-8

# Three equivalent valleys with anisotropic in-plane effective masses.
mass_1, mass_2, mass_3 = 0.58, 0.31, 0.33


def valley_conductivity(field):
    total = np.zeros((2, 2))
    for angle in (0, 2 * np.pi / 3, 4 * np.pi / 3):
        turn = np.array([[np.cos(angle), -np.sin(angle)],
                         [np.sin(angle), np.cos(angle)]])
        mass = turn @ np.diag([mass_1, mass_2]) @ turn.T
        total += np.linalg.inv(mass - field * np.array([[0, 1], [-1, 0]])) / 3
    return total


tensor_zero, tensor_field = valley_conductivity(0), valley_conductivity(0.1)
assert abs(tensor_field[0, 0] - tensor_field[1, 1]) < 1e-12
valley_ratio = np.sqrt(tensor_zero[0, 0] / tensor_field[0, 0] - 1) \
    / (0.1 * tensor_zero[0, 0])
assert abs(valley_ratio
           - 2 * np.sqrt(mass_1 * mass_2) / (mass_1 + mass_2)) < 1e-8

# Sizes of other neglected effects.
thermal = const.k * temperature
mass_dos = (mass_1 * mass_2 * mass_3)**(1 / 3) * const.m_e
band_density = 6 * (mass_dos * thermal / (2 * np.pi * const.hbar**2))**1.5
landau = const.hbar * const.e * fields[-1] / (
    np.sqrt(mass_1 * mass_2) * const.m_e * thermal)
exponent, drift = 2.4, 1.0
top_signal = (mobility * fields[-1])**2
drift_signal = (1 + top_signal) * ((1 + drift / temperature)**exponent - 1)
drift_error = np.sqrt(1 + drift_signal / top_signal) - 1
bias, heat_conductivity = 0.05, 370.0
channel_field = bias * (1 - share) / (b - a)
heating = bias**2 / measured[0] / (4 * heat_conductivity * b)
assert density / band_density < 0.05 and landau < 0.2 and heating < 0.01

print(f"Radii a, b, c: {a*1e6:.0f}, {b*1e6:.0f}, {c*1e6:.0f} um")
print(f"Conducting thickness: {thickness*1e6:.2f} um")
print(f"Temperature: {temperature:.0f} K")
print(f"Layer electron density: {density/1e6:.1e} cm^-3")
print(f"Layer Drude mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"Layer sheet resistance: {sheet:.0f} ohm/sq")
print(f"Contact-region density: {density_plus/1e6:.1e} cm^-3")
print(f"Contact-region mobility: {mobility_plus*1e4:.0f} cm2/Vs")
print(f"Contact-region sheet resistance: {sheet_plus:.0f} ohm/sq")
print(f"Solved contact resistivity: {rho_plus*1e4:.2e} ohm cm2")
print(f"Transfer length: {np.sqrt(rho_plus/sheet_plus)*1e6:.2f} um")
print(f"Channel resistance at 0 T: {channel:.2f} ohm")
print(f"Contact resistance at 0 T: {contact:.2f} ohm")
print(f"Contact share of total: {100*contact/measured[0]:.2f} percent")
for index in (0, 2, 4, 6, 8):
    print(f"Device R at {fields[index]:.0f} T: {measured[index]:.3f} ohm")
print(f"mu*B at top field: {mobility*fields[-1]:.3f} (no unit)")
print(f"R rise at top field: {100*(measured[-1]/measured[0]-1):.2f} percent")
print(f"Uncorrected mobility: {mu_app*1e4:.1f} cm2/Vs")
print(f"Uncorrected deficit: {100*(1-mu_app/mobility):.2f} percent")
print(f"Contact-corrected mobility: {mu_corrected*1e4:.1f} cm2/Vs")
for fraction, deficit in share_results:
    print(f"Constant contact share {fraction:.2f}: deficit {deficit:.2f} percent")
print(f"Correction factor for 20 percent: {1/np.sqrt(1-share):.4f} (no unit)")
print(f"Plain-layer contact resistivity: {rho_plain*1e4:.2e} ohm cm2")
print(f"Plain-layer transfer length: {np.sqrt(rho_plain/sheet)*1e6:.2f} um")
print(f"Plain-layer deficit, sweep: {100*(1-plain_ratio):.2f} percent")
print(f"Plain-layer deficit, low field: {100*(1-plain_low):.2f} percent")
print(f"Acoustic mobility ratio, low field: {acoustic_low:.3f} (no unit)")
print(f"Acoustic mobility ratio, sweep: {acoustic_ratio:.3f} (no unit)")
print(f"Acoustic ratio with contacts: {acoustic_contact:.3f} (no unit)")
print(f"In-plane masses: {mass_1:.2f}, {mass_2:.2f} electron masses")
print(f"Out-of-plane mass: {mass_3:.2f} electron masses")
print(f"Three-valley mobility ratio: {valley_ratio:.3f} (no unit)")
print(f"Density / band density: {density/band_density:.4f} (no unit)")
print(f"Landau spacing / kT: {landau:.3f} (no unit)")
print(f"Assumed mobility power of 1/T: {exponent:.1f} (no unit)")
print(f"Mobility error, {drift:.0f} K drift at 8 T: {100*drift_error:.2f} percent")
print(f"Bias: {bias*1e3:.0f} mV")
print(f"Mean channel field: {channel_field/100:.0f} V/cm")
print(f"Thermal conductivity: {heat_conductivity/100:.1f} W/(cm K)")
print(f"Estimated self-heating: {heating*1e3:.2f} mK")
print("all tests passed")
```

Output:

```
Radii a, b, c: 50, 55, 105 um
Conducting thickness: 0.50 um
Temperature: 300 K
Layer electron density: 1.0e+17 cm^-3
Layer Drude mobility: 600 cm2/Vs
Layer sheet resistance: 2081 ohm/sq
Contact-region density: 1.0e+19 cm^-3
Contact-region mobility: 60 cm2/Vs
Contact-region sheet resistance: 208 ohm/sq
Solved contact resistivity: 7.93e-05 ohm cm2
Transfer length: 6.17 um
Channel resistance at 0 T: 31.56 ohm
Contact resistance at 0 T: 7.89 ohm
Contact share of total: 20.00 percent
Device R at 0 T: 39.449 ohm
Device R at 2 T: 39.904 ohm
Device R at 4 T: 41.269 ohm
Device R at 6 T: 43.544 ohm
Device R at 8 T: 46.729 ohm
mu*B at top field: 0.480 (no unit)
R rise at top field: 18.45 percent
Uncorrected mobility: 537.0 cm2/Vs
Uncorrected deficit: 10.50 percent
Contact-corrected mobility: 600.4 cm2/Vs
Constant contact share 0.05: deficit 2.53 percent
Constant contact share 0.20: deficit 10.56 percent
Constant contact share 0.40: deficit 22.54 percent
Correction factor for 20 percent: 1.1180 (no unit)
Plain-layer contact resistivity: 8.09e-06 ohm cm2
Plain-layer transfer length: 0.62 um
Plain-layer deficit, sweep: 5.36 percent
Plain-layer deficit, low field: 5.14 percent
Acoustic mobility ratio, low field: 1.329 (no unit)
Acoustic mobility ratio, sweep: 1.174 (no unit)
Acoustic ratio with contacts: 1.050 (no unit)
In-plane masses: 0.58, 0.31 electron masses
Out-of-plane mass: 0.33 electron masses
Three-valley mobility ratio: 0.953 (no unit)
Density / band density: 0.0055 (no unit)
Landau spacing / kT: 0.084 (no unit)
Assumed mobility power of 1/T: 2.4 (no unit)
Mobility error, 1 K drift at 8 T: 2.12 percent
Bias: 50 mV
Mean channel field: 80 V/cm
Thermal conductivity: 3.7 W/(cm K)
Estimated self-heating: 0.78 mK
all tests passed
```
